# Why s and p Reflectances Split at Second Order in Angle

A calculation of how much light a set of EUV mirrors passes on must settle early whether each mirror gets one reflectance or two. One number per mirror keeps the calculation scalar. Two numbers mean following the polarization and the local plane of incidence of every ray. Near normal incidence the choice rests on the size of \(R_s-R_p\), which for an isotropic multilayer has no constant term and no term linear in angle. For the model EUV mirror treated below, the difference is 0.07 percentage points at 2° and 0.64 at 6°, on a reflectance near 70%.

## What symmetry forbids

Let light fall from vacuum at angle \(\theta\) on flat layers that are uniform in the plane and nonmagnetic. Each layer has a scalar permittivity \(\varepsilon=n^2\). In s polarization the electric field is perpendicular to the plane of incidence; in p polarization it lies in that plane.

At normal incidence there is no preferred plane of incidence. A quarter turn about the surface normal carries one polarization into the other and leaves the stack unchanged, so the two reflectances are equal.

Away from the normal, the light has an in-plane wavevector \(k_0\mathbf k\), with \(k_0=2\pi/\lambda\) and \(|\mathbf k|=s=\sin\theta\). A half turn about the normal changes \(\mathbf k\) to \(-\mathbf k\) and again leaves the stack unchanged. Each reflectance is therefore even in \(s\), and a linear term is impossible.

Both statements are contained in the tensor that links the tangential incident and reflected electric fields. Rotations and mirror planes allow it two ingredients:

\[
r_{ij}=a(s^2)\,\delta_{ij}+b(s^2)\,k_ik_j .
\]

For a field perpendicular to \(\mathbf k\) this gives \(r_s=a\). For a tangential field along \(\mathbf k\) it gives \(r_p=a+bs^2\). What separates the polarizations is the direction of \(\mathbf k\), which must enter twice to form a tensor of this kind.

This form gives a second-order start if \(a\) and \(b\) are regular at \(s=0\). Maxwell's equations show when they are, and how large the difference is.

## The two polarizations in one notation

Take \(z\) into the stack, \(xz\) as the plane of incidence, and fields proportional to \(e^{ik_0sx-i\omega t}\). Absorption then means \(\operatorname{Im}\varepsilon>0\). Measure the magnetic field in units that make it equal to the electric field in a vacuum wave:

\[
\nabla\times\mathbf E=ik_0\mathbf H,\qquad
\nabla\times\mathbf H=-ik_0\varepsilon\mathbf E .
\]

For s polarization set \(E=E_y\) and \(H=-H_x\). The \(x\) component of the first equation gives \(E'=ik_0H\), where a prime means \(d/dz\), and its \(z\) component gives \(H_z=sE\). The \(y\) component of the second equation is \(-H'-ik_0s^2E=-ik_0\varepsilon E\). Hence

\[
E'=ik_0H,\qquad H'=ik_0(\varepsilon-s^2)E\qquad\text{(s)}.
\]

For p polarization set \(E=E_x\) and \(H=H_y\). The \(z\) component of the second equation gives \(E_z=-sH/\varepsilon\). The \(y\) component of the first is \(E'-ik_0sE_z=ik_0H\), and the \(x\) component of the second is \(H'=ik_0\varepsilon E\). Inserting \(E_z\),

\[
E'=ik_0\left(1-\frac{s^2}{\varepsilon}\right)H,\qquad
H'=ik_0\varepsilon E\qquad\text{(p)}.
\]

The two systems coincide at \(s=0\), and the angle enters both through \(s^2\). In p polarization one factor \(s\) creates the normal field \(E_z\), and a second lets that field act back on the tangential one.

At the top surface, unit incident amplitude gives \(E=1+r\) and \(H=Y(1-r)\). From the vacuum equations, \(Y_s=\cos\theta\) and \(Y_p=1/\cos\theta\), which are also even in angle. Defining \(r\) by the tangential electric field makes \(r_s=r_p=r_0\) at normal incidence. A convention that reverses the sign of \(r_p\) changes no reflectance.

The expansion in \(s^2\) needs \(\varepsilon\ne0\) in every layer, because the p equation contains \(s^2/\varepsilon\). It also needs a finite response at \(s=0\). A passive stack on an absorbing substrate has one, since it cannot send out a wave without an incident wave to supply the energy. A transparent substrate is treated as the limit of weak absorption.

## The coefficient

Let \(E_0,H_0\) be the fields at normal incidence and \(E,H\) those at a small angle. Compare them through

\[
W=E_0H-H_0E .
\]

Differentiate, using \(E_0'=ik_0H_0\) and \(H_0'=ik_0\varepsilon E_0\). For s polarization,

\[
\begin{aligned}
W'&=ik_0\left[H_0H+(\varepsilon-s^2)E_0E-\varepsilon E_0E-H_0H\right]\\
&=-ik_0s^2E_0E .
\end{aligned}
\]

For p polarization,

\[
\begin{aligned}
W'&=ik_0\left[H_0H+\varepsilon E_0E-\varepsilon E_0E-\left(1-\frac{s^2}{\varepsilon}\right)H_0H\right]\\
&=ik_0s^2\,\frac{H_0H}{\varepsilon}.
\end{aligned}
\]

A factor \(s^2\) is already present, so \(E,H\) on the right may be replaced by \(E_0,H_0\) with an error of order \(s^4\). Deep in the absorbing substrate \(W\) vanishes, so \(W(0)=-\int_0^\infty W'\,dz\).

At the surface, write \(Y=1-\sigma s^2/2+O(s^4)\), with \(\sigma=1\) for s and \(\sigma=-1\) for p. Then

\[
\begin{aligned}
W(0)&=(1+r_0)Y(1-r)-(1-r_0)(1+r)\\
&=2(r_0-r)-\frac{\sigma s^2}{2}(1-r_0^2)+O(s^4).
\end{aligned}
\]

In the term with \(s^2\), \(r\) was replaced by \(r_0\). Equating the two expressions for \(W(0)\) gives, to order \(s^2\),

\[
\begin{aligned}
2(r_s-r_0)&=-s^2\left[\tfrac12(1-r_0^2)+ik_0\!\int E_0^2\,dz\right],\\
2(r_p-r_0)&=+s^2\left[\tfrac12(1-r_0^2)+ik_0\!\int \frac{H_0^2}{\varepsilon}\,dz\right].
\end{aligned}
\]

Subtract:

\[
2(r_s-r_p)=-s^2\left[1-r_0^2+ik_0\!\int\left(E_0^2+\frac{H_0^2}{\varepsilon}\right)dz\right].
\]

The surface term can be turned into an integral. Since \((E_0H_0)'=ik_0(H_0^2+\varepsilon E_0^2)\), and \(E_0H_0\) falls from \(1-r_0^2\) at the surface to zero at depth,

\[
1-r_0^2=-ik_0\int(H_0^2+\varepsilon E_0^2)\,dz .
\]

The integrand becomes \((1-\varepsilon)(E_0^2+H_0^2/\varepsilon)\), and therefore

\[
\boxed{\;r_s-r_p=Ds^2+O(s^4),\quad
D=\frac{ik_0}{2}\int(\varepsilon-1)\left(E_0^2+\frac{H_0^2}{\varepsilon}\right)dz\;}
\]

The integral runs over layers and substrate. The squares are complex squares, not intensities, so the phase of the field matters. For the reflectances, insert \(r_s=r_p+Ds^2\) into \(|r_s|^2-|r_p|^2\):

\[
R_s-R_p=Cs^2+O(s^4),\qquad C=2\operatorname{Re}(r_0^*D).
\]

Because \(s^2=\theta^2+O(\theta^4)\), with \(\theta\) in radians, \(C\) is also the coefficient of \(\theta^2\). Symmetry does not require \(C\) to be nonzero; if it vanishes, the difference starts later.

## One surface and weak scattering

For a bare substrate, \(r_0=(1-n)/(1+n)\), \(E_0=(1+r_0)e^{ik_0nz}\) and \(H_0=nE_0\). The bracket in \(D\) is \(2E_0^2\), and \(\int E_0^2dz=i(1+r_0)^2/(2k_0n)\). With \(1+r_0=2/(1+n)\),

\[
D=-\frac{(n^2-1)(1+r_0)^2}{2n}
=-\frac{2(n-1)}{n(n+1)}=\frac{2r_0}{n}.
\]

For an interface between layers of indices \(n_1\) and \(n_2\), with reflection amplitude \(\rho\), replace \(n\) by \(n_2/n_1\) and, by Snell's law, \(s\) by \(s/n_1\). The difference becomes \(2\rho s^2/(n_1n_2)\).

When all indices are near one, this is close to \(2\rho s^2\). The dipoles driven by a p wave point along the incident electric field, which makes an angle \(2\theta\) with the polarization direction of the reflected wave. They radiate into it with the projection \(\cos2\theta=1-2s^2\). In s polarization the two directions are parallel and there is no such loss. If each part of the stack scatters once, every contribution has the same factor, so \(D\simeq2r_0\) and \(C\simeq4R_0\).

## Why a thick mirror splits less

A good mirror does not scatter only once. Represent each bilayer of a lossless, tuned stack by a weakly reflecting plane with real amplitude \(\rho\) from above, \(-\rho\) from below, and transmission product \(1-\rho^2\). Let the round-trip phase between planes be a multiple of \(2\pi\). Adding one plane above a mirror of amplitude \(r\) and summing the repeated reflections gives

\[
r_{\rm new}=\rho+\frac{(1-\rho^2)r}{1+\rho r}
=\frac{\rho+r}{1+\rho r}.
\]

This is the addition law of the hyperbolic tangent. For \(N\) planes, \(R_0=\tanh^2x\) with \(x=N\operatorname{artanh}\rho\simeq N\rho\). With indices near one, \(x\) is smaller in p polarization by approximately the factor \(1-2s^2\). The phase shift caused by tilting is common to both polarizations and affects their difference only at higher order. Thus

\[
C=2x\frac{dR_0}{dx}=4x\tanh x\,\operatorname{sech}^2x,
\qquad
\frac{C}{R_0}=\frac{8x}{\sinh2x}.
\]

For small \(x\) this returns 4. For large \(x\) it tends to zero: once nearly all the light returns, a slightly weaker coupling per bilayer hardly changes the total. The phases may still differ. Absorption changes the large-\(N\) limit, because it keeps the reflectance below one and leaves it dependent on the coupling.

## Numbers for an EUV mirror

The example uses 13.5 nm light and 40 bilayers of period 7.0 nm. From the top, each bilayer has a 4.2 nm light layer with \(n=0.999+0.002i\) and a 2.8 nm heavy layer with \(n=0.924+0.006i\). The substrate has the light-layer index. These are rough values in the regime of EUV lithography mirrors, not fitted constants of a particular coating.

The normal-incidence solution gives \(r_0=-0.6916-0.4667i\), \(R_0=69.6\%\) and \(D=-0.4703+0.0410i\). Hence

\[
C=2\left[(-0.6916)(-0.4703)+(-0.4667)(0.0410)\right]=0.612 .
\]

At 6°, \(s^2=0.01093\), so the quadratic law predicts \(0.612\times0.01093=0.0067\), or 0.67 percentage points. Fresnel recursion at the finite angle gives \(R_s=72.01\%\) and \(R_p=71.37\%\), a difference of 0.64 points. The quadratic estimate is 4% too large relative to the recursion.

As a test of the coefficient, the finite-angle amplitude differences at \(s=0.005\) and \(0.01\) were extrapolated to \(s=0\). They agreed with the integral for \(D\) to within \(10^{-4}|D|\).

The ratio \(C/R_0\) shows the saturation. With the layers held fixed, it is 4.33 for one bilayer, 4.00 for five, 3.24 for ten, 1.81 for twenty and 0.88 for forty. The first value exceeds 4 because the indices are below one: the interface formula gives \(4/(0.999\times0.924)=4.33\). With absorption removed and 150 bilayers, \(1-R_0\) is about \(2\times10^{-9}\) and \(C\) about \(10^{-7}\), while \(|D|\) remains 0.44. That mirror has almost no reflectance difference near normal incidence, although its amplitudes still differ at second order.

## Where the quadratic law stops being useful

A second-order beginning does not guarantee a quadratic curve over the working range. At 10° the recursion gives 2.4 points against a quadratic 1.8; at 15° it gives 14.2 against 4.1. By then \(R_s\) has fallen to 21.5% and \(R_p\) to 7.3%.

Tilting changes the phase between reflections from successive bilayers. With indices near one, the round-trip phase per period \(d\) changes by about \(k_0ds^2\). At 15° this is \((2\pi/13.5)(7.0)(0.067)=0.22\) rad per bilayer, or 2.2 rad over ten bilayers, enough to spoil their addition in phase. The mirror has then left its reflection band: with absorption removed, the band ends near 13.5° for s and 12.8° for p polarization.

The phase difference departs from its leading term sooner. At 6° the term \(\operatorname{Im}(D/r_0)s^2\) gives \(-3.9\) mrad, whereas the recursion gives \(+1.6\) mrad. Even the sign is wrong. If one further term in \(s^4\) accounts for the discrepancy, the phase difference crosses zero near 5°. A reflectance law accurate to a few percent is thus no licence to use the corresponding phase law at the same angle.

## What real mirrors change

Real EUV mirrors at this wavelength also have tens of bilayers, periods near 7 nm and reflectances of very roughly 70%, so the example lies in their regime. Its polarization difference is not a universal value, however, because it depends on tuning: shortening the period from 7.0 to 6.9 nm, with both layers scaled alike, raises the 6° difference from 0.64 to 1.09 points. Real interfaces are also not sharp. Inserting uniform 0.8 nm mixed layers, with the mean permittivity of their neighbours, at fixed period lowers \(R_0\) to 67.7% and raises the 6° difference from 0.64 to 0.68 points. The profile matters: linear permittivity ramps of the same width give 69.0% and 0.65 points. Raising the heavy layer's absorption by 20%, with sharp interfaces, also gives a difference of 0.68 points. The effect of a surface film depends on its thickness: with \(n=0.97+0.01i\), a 2.5 nm film lowers the difference to 0.63 points, while a 1 nm film raises it to 0.66. Heating the original mirror by 50 K, with an assumed expansion of \(10^{-5}\) per kelvin, changes the difference by less than 0.1% of its value. That insensitivity is special to this tuning, where the difference is close to a minimum as a function of period; at a period of 6.9 nm the same heating lowers it by 3.7%. For 0.15 nm rms roughness, a simple common loss factor removes about 2% of either reflectance. These changes preserve the symmetry, so they alter \(C\) but not the order at which the difference begins.

The spread of angles matters too. A uniform average from 1° to 11° in one plane gives 0.95 points, half as much again as the value at the central 6°. Averaging the 6° result over a wavelength band of ±1% gives 0.69 points.

In-plane anisotropy changes the statement itself. An assumed 1% difference in the heavy layer's \(\varepsilon-1\) between two in-plane axes gives 0.31 points at normal incidence, about half the isotropic difference at 6°. The 1% is a yardstick, not a claimed property of such coatings.

## What to do in a calculation

For an isotropic mirror whose reflection band contains both normal incidence and the working angle, find \(C\) from the normal-incidence field, or from \((R_s-R_p)/s^2\) at a small angle. If an absolute difference \(\delta\) in reflectance is tolerable, one reflectance suffices up to about

\[
s_{\max}=\sqrt{\delta/|C|},
\]

provided that the quadratic law holds there. For this mirror and \(\delta=0.001\), \(s_{\max}=\sqrt{0.001/0.612}=0.040\), or 2.3°. A coating tuned to a steeply oblique angle falls outside this rule, because normal incidence is then near or beyond its band edge. With the period raised to 7.17 nm, which puts the peak of \(R_s\) at 15°, \(Cs^2\) gives 12.6 points there against an actual 5.0; at 7.38 nm and 20° it gives 0.8 against about 10. Such mirrors need both reflectances computed at the working angle. For the 7.0 nm mirror, the single reflectance should still be evaluated at the actual angle: between 0° and 6°, \(R_s\) rises by 2.4 points and \(R_p\) by 1.8, both more than their difference.

Several mirrors can accumulate the effect. At 6°, \(R_s/R_p=1.009\). Ten identical reflections with a common plane of incidence would give \(1.009^{10}\simeq1.09\), a 9% intensity ratio for initially equal polarizations. If the planes of incidence differ, the polarization must be followed from mirror to mirror.

The small-angle form also helps diagnose computed or measured data. A constant term without a linear one can come from in-plane anisotropy or from an error in treating the two polarizations. In measured data it can also come from a tilt out of the plane of incidence, or from a symmetric spread of angles within that plane. A linear term can come from an angular offset: if the true angle is \(\theta+\alpha\), then \(C(\theta+\alpha)^2\) contains \(2C\alpha\theta\), together with a constant \(C\alpha^2\).

A linear term can also be physical, but breaking the half-turn symmetry does not always produce one. With a tilted optic axis, reciprocity still keeps the reflectances without change of polarization even in angle. If the axis also lies outside the plane of incidence, part of the light changes polarization on reflection, and the total reflectance for s or p input, which includes that part, can have a linear term. A magnetized layer is not reciprocal and escapes this restriction. Magnetization along \(y\) can add \(\varepsilon_{xz}=ig\) and \(\varepsilon_{zx}=-ig\). The normal field is then \(E_z=(-sH+igE)/\varepsilon\), which puts a term proportional to \(sg\) into the equation for \(E'\).

Two controls separate these symmetries. They use layers with indices 1.5, \(2.3+0.1i\) and \(0.4+2i\), of thicknesses 3.1, 1.7 and 0.6 nm, on a substrate of index \(1.8+0.3i\), at 13.5 nm. Raising \(\varepsilon_{xx}\) of the middle layer by 10% gives \(R_s-R_p=-5.7\) points at normal incidence, but no odd part in \(R_p\) at \(s=0.1\) above \(10^{-11}\). Giving that layer \(g=0.3\) instead makes \(R_p(s)-R_p(-s)\) equal to 0.011 points at \(s=0.01\) and 0.022 at \(s=0.02\), the doubling expected of a linear term. The numerical output lists the remaining angles and cases.

## Computed results

```
wavelength 13.5 nm, photon energy 91.84 eV
heavy layer: n = 0.924+0.006j, 2.8 nm
light layer (on top) and substrate: n = 0.999+0.002j
light layer 4.2 nm; period 7.0 nm
bilayers: 40
r0 = -0.6916-0.4667j, R0 = 69.61 %
D = -0.4703+0.0410j, C = 0.6123 (per unit s^2)
single-scattering value 4 R0 = 2.7845
angle deg | R_s % | R_p % | R_s-R_p % | C s^2 %
  0 | 69.613 | 69.613 | -0.0000 | 0.0000
  1 | 69.701 | 69.683 | 0.0186 | 0.0186
  2 | 69.959 | 69.885 | 0.0737 | 0.0746
  4 | 70.871 | 70.583 | 0.2877 | 0.2979
  6 | 72.013 | 71.370 | 0.6432 | 0.6690
  8 | 72.889 | 71.665 | 1.2234 | 1.1859
 10 | 72.666 | 70.250 | 2.4155 | 1.8463
 12 | 68.912 | 62.835 | 6.0773 | 2.6467
 15 | 21.507 | 7.273 | 14.2348 | 4.1015
phase r_s minus r_p at 6 deg: 1.614 mrad
  from Im(D/r0) s^2: -3.890 mrad
C/R0 for 1 bilayers: 4.325
C/R0 for 5 bilayers: 4.002
C/R0 for 10 bilayers: 3.237
C/R0 for 20 bilayers: 1.811
C/R0 for 40 bilayers: 0.880
lossless, 150 bilayers: 1-R0 = 2.1e-09, C = 1.0e-07, |D| = 0.437
control, 10% in-plane anisotropy: R_s-R_p at 0 deg = -5.734 %
control, magnetized: R_p(s)-R_p(-s) = 0.0109 % at s=0.01, 0.0217 % at s=0.02
neglected effects: R0 % | R_s-R_p at 6 deg %
ideal mirror: 69.61 | 0.6432
0.8 nm mixed interfaces: 67.68 | 0.6818
2.5 nm surface film, n=0.97+0.01i: 67.50 | 0.6279
heavy-layer absorption +20%: 66.42 | 0.6804
50 K warmer, expansion 1e-5 per K: 69.34 | 0.6428
R_s-R_p averaged over 1 to 11 deg: 0.9633 %
R_s-R_p at 6 deg averaged over +-1% band: 0.6931 %
specular loss, 0.15 nm rms roughness: 1.93 % of R
1% in-plane anisotropy of heavy eps-1: R difference at 0 deg 0.3056 %
```
